# Minimum Radius for Planar Channelling in a Uniformly Bent Crystal: test program

```python
"""Minimum bending radius for planar channelling of positive ions.

Result under test: a stable channelled orbit exists only for
    R > R_min = p*v / max(dU/dx),
U(x) = thermally averaged continuum potential energy between planes,
x = outward distance from mid-channel, p = momentum, v = speed.
Example: protons between (110) planes of silicon, Moliere screening.
Internal units: nm and eV (momenta as p*c, masses as m*c^2).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq, minimize_scalar
from scipy.special import erfc
from pyscf import gto, scf

HBARC = const.hbar * const.c / const.e * 1e9
E2 = const.fine_structure * HBARC
BOHR = const.physical_constants["Bohr radius"][0] * 1e9
MP = const.m_p * const.c**2 / const.e
ME = const.m_e * const.c**2 / const.e

Z1, Z2 = 1, 14
LATTICE = 0.5431                       # nm, silicon
U_RMS = 0.0075                         # nm, rough room-temperature value
SPACING = LATTICE / (2 * np.sqrt(2))
HALF = SPACING / 2
ATOM_DENSITY = 8 / LATTICE**3
AREAL = ATOM_DENSITY * SPACING
SCREEN = 0.8853 * BOHR / Z2**(1 / 3)
WEIGHTS = np.array([0.10, 0.55, 0.35])
RATES = np.array([6.0, 1.2, 0.3]) / SCREEN
G_STATIC = 2 * np.pi * Z1 * Z2 * E2 * AREAL
PLANES = (np.arange(-8, 8) + 0.5) * SPACING


def phi_moliere(r):
    return sum(w * np.exp(-b * r) for w, b in zip(WEIGHTS, RATES))


def plane_terms(y, u):
    """Yield weight, rate and the two thermally averaged exponentials."""
    for w, b in zip(WEIGHTS, RATES):
        pre = 0.5 * np.exp((b * u)**2 / 2)
        right = pre * np.exp(-b * y) * erfc((b * u**2 - y) / (np.sqrt(2) * u))
        left = pre * np.exp(b * y) * erfc((b * u**2 + y) / (np.sqrt(2) * u))
        yield w, b, right, left


def plane_force(y, u=U_RMS):
    return G_STATIC * sum(w * (r - l) for w, b, r, l in plane_terms(y, u))


def plane_potential(y, u=U_RMS):
    return G_STATIC * sum(w / b * (r + l) for w, b, r, l in plane_terms(y, u))


def gradient(x, u=U_RMS):
    return -sum(plane_force(x - xp, u) for xp in PLANES)


def potential(x, u=U_RMS):
    return sum(plane_potential(x - xp, u) for xp in PLANES)


def steepest(u=U_RMS):
    fit = minimize_scalar(lambda x: -gradient(x, u), method="bounded",
                          bounds=(0.5 * HALF, HALF), options={"xatol": 1e-10})
    return fit.x, -fit.fun


X_MAX, G_MAX = steepest()
WELL = potential(HALF) - potential(0.0)

# --- plane force from the definition: sum of atomic forces over a plane
def atomic_force(r):
    slope = sum(w * b * np.exp(-b * r) for w, b in zip(WEIGHTS, RATES))
    return Z1 * Z2 * E2 * (phi_moliere(r) / r**2 + slope / r)


for y in (0.005, 0.02, 0.08):
    def ring(rho):
        r = np.hypot(rho, y)
        return 2 * np.pi * rho * AREAL * atomic_force(r) * y / r
    direct = quad(ring, 0, 3, points=[y, 5 * y, 0.5], limit=400)[0]
    assert abs(direct / (G_STATIC * phi_moliere(y)) - 1) < 1e-6

# --- thermal average from the definition, and potential against gradient
for y in (0.004, 0.015, 0.06):
    def shifted(s):
        weight = np.exp(-s**2 / (2 * U_RMS**2)) / (np.sqrt(2 * np.pi) * U_RMS)
        return weight * np.sign(y - s) * G_STATIC * phi_moliere(abs(y - s))
    lo, hi = -9 * U_RMS, 9 * U_RMS
    cut = min(y, hi)
    direct = quad(shifted, lo, cut, limit=300, points=[0.0])[0]
    if cut < hi:
        direct += quad(shifted, cut, hi, limit=300)[0]
    assert abs(direct / plane_force(y) - 1) < 1e-6
assert abs(quad(gradient, 0, HALF, limit=200)[0] / WELL - 1) < 1e-7
# static crystal: neighbours cancel at the plane, leaving the Gauss value
near = HALF - 1e-9
static_edge = -sum(np.sign(near - xp) * G_STATIC * phi_moliere(abs(near - xp))
                   for xp in PLANES)
assert abs(static_edge / G_STATIC - 1) < 1e-5
assert G_MAX < G_STATIC


# --- maximum gradient for any screening function, by sampled averaging
def sampled_maximum(phi):
    xs = np.linspace(0.6 * HALF, HALF, 100)
    shifts = np.linspace(-6 * U_RMS, 6 * U_RMS, 8001)
    weight = np.exp(-shifts**2 / (2 * U_RMS**2))
    weight /= weight.sum()
    total = np.zeros_like(xs)
    for xp in PLANES:
        dist = xs[:, None] - xp - shifts[None, :]
        total -= (np.sign(dist) * phi(np.abs(dist))) @ weight
    return G_STATIC * total.max()


assert abs(sampled_maximum(phi_moliere) / G_MAX - 1) < 3e-3

# Hartree-Fock free silicon atom: screening from its spherical density
atom = gto.M(atom="Si 0 0 0", basis="def2-tzvp", spin=2, verbose=0)
field = scf.UHF(atom)
field.kernel()
assert field.converged
dm = np.sum(field.make_rdm1(), axis=0)
radii = np.geomspace(1e-5, 30, 4000)   # bohr
rho_atom = np.zeros_like(radii)
for axis in np.eye(3):
    ao = atom.eval_gto("GTOval", radii[:, None] * axis[None, :])
    rho_atom += np.einsum("pi,ij,pj->p", ao, dm, ao) / 3
shell = 4 * np.pi * radii**2 * rho_atom


def trapezoid(f, x):
    return np.sum((f[1:] + f[:-1]) * np.diff(x)) / 2


assert abs(trapezoid(shell, radii) - Z2) < 0.01
y_table = np.concatenate([[0.0], np.geomspace(1e-4, 29, 500)])
phi_table = np.array([1 - trapezoid(shell * np.minimum(1, y / radii), radii)
                      / Z2 for y in y_table])
G_HF = sampled_maximum(lambda r: np.interp(r / BOHR, y_table, phi_table))

# --- number of equilibria on each side of the threshold
grid = np.linspace(-HALF, HALF, 4001)
grid_gradient = gradient(grid)
for ratio, expected in ((0.5, 0), (0.98, 0), (1.02, 2), (2, 2), (10, 2)):
    net = grid_gradient - G_MAX / ratio
    assert np.sum(net[1:] * net[:-1] < 0) == expected


def bent_well(ratio):
    """Stable point and depth of the effective well at R = ratio*R_min."""
    force = G_MAX / ratio
    x1 = brentq(lambda x: gradient(x) - force, 0, X_MAX, xtol=1e-14)
    x2 = brentq(lambda x: gradient(x) - force, X_MAX, HALF, xtol=1e-14)
    return x1, potential(x2) - potential(x1) - force * (x2 - x1)


# --- depth law close to threshold against the full potential
h = 2e-4
curvature = -(gradient(X_MAX + h) - 2 * G_MAX + gradient(X_MAX - h)) / h**2
ratio_near = 1.001
deficit = G_MAX * (1 - 1 / ratio_near)
depth_law = 4 * np.sqrt(2) / 3 * deficit**1.5 / np.sqrt(curvature)
depth_full = bent_well(ratio_near)[1]
assert abs(depth_law / depth_full - 1) < 0.01

# --- relativistic trajectories in fixed Cartesian axes
spline = CubicSpline(grid, grid_gradient)
STIFFNESS = (gradient(1e-4) - gradient(-1e-4)) / 2e-4


def beam(kinetic):
    energy = kinetic + MP
    p = np.sqrt(kinetic * (kinetic + 2 * MP))
    pv = p**2 / energy
    return p, pv, energy / MP, p / energy, 2 * np.pi * np.sqrt(pv / STIFFNESS)


def leaves_channel(kinetic, ratio, x_start):
    p, pv, gamma, beta, wave = beam(kinetic)
    radius = ratio * pv / G_MAX

    def offset(X, Y):
        r = np.hypot(X + radius, Y)
        return (2 * X * radius + X * X + Y * Y) / (r + radius), r

    def motion(t, s):
        X, Y, px, py = s
        x, r = offset(X, Y)
        x -= SPACING * np.round(x / SPACING)
        pull = -float(spline(x))
        energy = np.sqrt(px * px + py * py + MP * MP)
        return [px / energy, py / energy,
                pull * (X + radius) / r, pull * Y / r]

    def wall(t, s):
        return abs(offset(s[0], s[1])[0]) - HALF
    wall.terminal = True
    run = solve_ivp(motion, (0, 20 * wave / beta), [x_start, 0, 0, p],
                    method="DOP853", events=wall, rtol=1e-10,
                    atol=[1e-7, 1e-7, 1e-11 * p, 1e-11 * p])
    assert run.success
    return len(run.t_events[0]) > 0


HIGH, LOW = 400e9, 1e6                 # eV, steering and implantation beams
for kinetic in (HIGH, LOW):
    assert not leaves_channel(kinetic, 1.01, X_MAX)
    for start in (-0.9 * HALF, -0.4 * HALF, 0.0, 0.5 * HALF, X_MAX):
        assert leaves_channel(kinetic, 0.99, start)

# --- growth of transverse energy by collisions with valence electrons
N_VAL = 4 * ATOM_DENSITY
PLASMON = np.sqrt(4 * np.pi * N_VAL * E2 * HBARC**2 / ME)


def electron_heating(kinetic):
    p, pv, gamma, beta, wave = beam(kinetic)
    t_kin = 2 * ME * (beta * gamma)**2 / (1 + 2 * gamma * ME / MP
                                          + (ME / MP)**2)
    t_top = min(t_kin, WELL * gamma * MP / ME)
    rate = (2 * np.pi * Z1**2 * E2**2 * N_VAL / (ME * beta**2)
            * np.log(t_top / PLASMON) * ME / (gamma * MP))
    return rate, t_top


for kinetic in (HIGH, LOW):
    p, pv, gamma, beta, wave = beam(kinetic)
    rate, t_top = electron_heating(kinetic)

    def kick(b):
        path = quad(lambda s: (1 + s * s)**-1.5, -np.inf, np.inf)[0]
        return Z1 * E2 / (b * beta) * path

    def transfer(b):
        return kick(b)**2 / (2 * ME)
    b_ends = [np.exp(brentq(lambda q: np.log(transfer(np.exp(q)) / t),
                            -40, 10)) for t in (t_top, PLASMON)]
    direct = quad(lambda q: 2 * np.pi * np.exp(2 * q) * N_VAL
                  * kick(np.exp(q))**2 / (2 * gamma * MP),
                  np.log(b_ends[0]), np.log(b_ends[1]))[0]
    assert abs(direct / rate - 1) < 1e-5

# --- worked example
X_SAFE = HALF - 2.5 * U_RMS
G_SAFE = gradient(X_SAFE)
g_hot = steepest(1.1 * U_RMS)[1]
print(f"Lattice constant of Si: {LATTICE:.4f} nm")
print(f"(110) plane spacing d: {SPACING:.4f} nm")
print(f"Areal density of a plane: {AREAL:.3f} nm^-2")
print(f"Screening length: {SCREEN:.5f} nm")
print(f"Vibration amplitude u (rough input): {U_RMS:.4f} nm")
print(f"Static limiting gradient: {G_STATIC:.1f} eV/nm")
print(f"Maximum thermal gradient: {G_MAX:.1f} eV/nm")
print(f"  the same, converted: {G_MAX * 0.01:.3f} GeV/cm")
print(f"Maximum lies from mid-channel at: {X_MAX:.4f} nm")
print(f"Maximum lies from the plane at: {HALF - X_MAX:.4f} nm")
print(f"Straight well depth: {WELL:.2f} eV")
print(f"Gradient at 2.5u from plane: {G_SAFE:.1f} eV/nm")
print(f"Change of max gradient, u +10%: {100 * (g_hot / G_MAX - 1):.1f} %")
print(f"Max gradient, Hartree-Fock atom: {G_HF:.1f} eV/nm")
print(f"  relative to Moliere: {100 * (G_HF / G_MAX - 1):.1f} %")
for ratio in (1.1, 2, 5, 10):
    x1, depth = bent_well(ratio)
    print(f"R/R_min={ratio}: x1={x1:.4f} nm, depth={depth:.3f} eV")
print(f"Depth at R/R_min=1.001, full: {depth_full:.3e} eV")
print(f"Depth at R/R_min=1.001, law: {depth_law:.3e} eV")
print(f"Valence plasmon energy: {PLASMON:.1f} eV")
BEND = 10e9                            # nm, bending radius in both examples
for name, kinetic, unit, size in (("400 GeV", HIGH, "m", 1e9),
                                  ("1 MeV", LOW, "um", 1e3)):
    p, pv, gamma, beta, wave = beam(kinetic)
    r_min = pv / G_MAX
    x1, depth = bent_well(BEND / r_min)
    length = WELL / electron_heating(kinetic)[0]
    levels = quad(lambda x: np.sqrt(max(0, 2 * gamma * MP
                  * (potential(HALF) - potential(x)))), -HALF, HALF,
                  limit=200)[0] / (np.pi * HBARC)
    print(f"{name} proton: pv = {pv:.5e} eV")
    print(f"  R_min = {r_min / size:.3f} {unit}")
    print(f"  static-lattice bound = {pv / G_STATIC / size:.3f} {unit}")
    print(f"  R keeping 2.5u clearance = {pv / G_SAFE / size:.3f} {unit}")
    print(f"  R/R_min at R = 10 m: {BEND / r_min:.4g}")
    print(f"  orbit shift at 10 m: {x1:.3e} nm")
    print(f"  well depth lost at 10 m: {100 * (1 - depth / WELL):.3g} %")
    print(f"  small-oscillation wavelength: {wave / 1e3:.3g} um")
    print(f"  rough straight dechannelling length: {length / 1e6:.3g} mm")
    print(f"  rough length at 10 m: {length * depth / WELL / 1e6:.3g} mm")
    print(f"  bound transverse levels: {levels:.0f}")
    print(f"  neglected d/R_min: {SPACING / r_min:.1e}")
print(f"Deflection, 2 mm crystal at 10 m: {2e6 / BEND * 1e3:.2f} mrad")
print(f"Surface strain, 0.5 mm at 10 m: {0.5e6 / (2 * BEND):.1e}")
r_low = beam(LOW)[1] / G_MAX
print(f"1% strain thickness at 1 MeV R_min: {0.02 * r_low / 1e3:.2f} um")
print("success")
```

It prints:

```
Lattice constant of Si: 0.5431 nm
(110) plane spacing d: 0.1920 nm
Areal density of a plane: 9.589 nm^-2
Screening length: 0.01944 nm
Vibration amplitude u (rough input): 0.0075 nm
Static limiting gradient: 1214.6 eV/nm
Maximum thermal gradient: 587.9 eV/nm
  the same, converted: 5.879 GeV/cm
Maximum lies from mid-channel at: 0.0832 nm
Maximum lies from the plane at: 0.0128 nm
Straight well depth: 22.71 eV
Gradient at 2.5u from plane: 529.4 eV/nm
Change of max gradient, u +10%: -4.6 %
Max gradient, Hartree-Fock atom: 563.0 eV/nm
  relative to Moliere: -4.2 %
R/R_min=1.1: x1=0.0776 nm, depth=0.338 eV
R/R_min=2: x1=0.0595 nm, depth=5.312 eV
R/R_min=5: x1=0.0316 nm, depth=13.443 eV
R/R_min=10: x1=0.0168 nm, depth=17.587 eV
Depth at R/R_min=1.001, full: 3.773e-04 eV
Depth at R/R_min=1.001, law: 3.772e-04 eV
Valence plasmon energy: 16.6 eV
400 GeV proton: pv = 4.00936e+11 eV
  R_min = 0.682 m
  static-lattice bound = 0.330 m
  R keeping 2.5u clearance = 0.757 m
  R/R_min at R = 10 m: 14.66
  orbit shift at 10 m: 1.163e-02 nm
  well depth lost at 10 m: 15.9 %
  small-oscillation wavelength: 68.1 um
  rough straight dechannelling length: 252 mm
  rough length at 10 m: 212 mm
  bound transverse levels: 1045
  neglected d/R_min: 2.8e-10
1 MeV proton: pv = 1.99894e+06 eV
  R_min = 3.400 um
  static-lattice bound = 1.646 um
  R keeping 2.5u clearance = 3.776 um
  R/R_min at R = 10 m: 2.941e+06
  orbit shift at 10 m: 5.862e-08 nm
  well depth lost at 10 m: 8.45e-05 %
  small-oscillation wavelength: 0.152 um
  rough straight dechannelling length: 0.00358 mm
  rough length at 10 m: 0.00358 mm
  bound transverse levels: 51
  neglected d/R_min: 5.6e-05
Deflection, 2 mm crystal at 10 m: 0.20 mrad
Surface strain, 0.5 mm at 10 m: 2.5e-05
1% strain thickness at 1 MeV R_min: 0.07 um
success
```
